Two electrons in a model wire 4 Å long, represented on a grid of 31 points, have a lowest singlet excitation at 7.86 eV (0.289 hartree) when their response is computed with a local exchange potential and the Petersilka-Gossmann-Gross (PGG) kernel. Time-dependent Hartree-Fock theory, whose exchange operator is nonlocal, gives the same number, and over all single excitations on the grid the two calculations differ by less than $10^{-11}$ eV, which is the level of rounding error. With four electrons in the wire, the same kernel overestimates a static exchange response by a factor of about 1.9. Both facts follow from what the kernel keeps and what it drops.

Consider a closed-shell ground state described by a nondegenerate Kohn-Sham determinant with doubly occupied orbitals $\phi_k$. The algebra is in atomic units. The density matrix of one spin and the total density are
\begin{equation}
\gamma(\mathbf r,\mathbf r')=\sum_k\phi_k(\mathbf r)\phi_k^*(\mathbf r'),\qquad n(\mathbf r)=2\gamma(\mathbf r,\mathbf r),
\end{equation}
and $w(\mathbf r,\mathbf r')=1/|\mathbf r-\mathbf r'|$. Of $w$, the derivation uses only that it is real and symmetric. A prime on a function means that its argument is $\mathbf r'$.

In the expectation value of the repulsion in a determinant, the exchange part is $-\frac12\sum_{ij}\langle ij|w|ji\rangle$ over occupied spin orbitals. The spin sums vanish unless $i$ and $j$ have the same spin. For one spin, the orbital sum is
\begin{equation}
\sum_{ij}\phi_i^*(\mathbf r)\phi_j^*(\mathbf r')\phi_j(\mathbf r)\phi_i(\mathbf r')=\gamma(\mathbf r',\mathbf r)\gamma(\mathbf r,\mathbf r')=|\gamma(\mathbf r,\mathbf r')|^2 .
\end{equation}
Two equal spin contributions cancel the factor $\frac12$, so that
\begin{equation}
E_x=-\iint|\gamma|^2w\,d\mathbf r\,d\mathbf r'=\frac12\iint n\,n'\,g\,w\,d\mathbf r\,d\mathbf r',\qquad
g(\mathbf r,\mathbf r')=-\frac{2|\gamma(\mathbf r,\mathbf r')|^2}{n(\mathbf r)n(\mathbf r')} .
\label{ex}
\end{equation}
The pair factor $g$ says by what fraction exchange changes the probability of finding a second electron at $\mathbf r'$ when one is at $\mathbf r$. Orthonormal orbitals give $\int|\gamma|^2d\mathbf r'=\gamma(\mathbf r,\mathbf r)=n/2$, hence $\int n'g\,d\mathbf r'=-1$: the exchange hole removes one electron. The Cauchy-Schwarz inequality $|\gamma|^2\le\gamma(\mathbf r,\mathbf r)\gamma(\mathbf r',\mathbf r')=nn'/4$ confines $g$ to the interval from $-\frac12$ to 0.

The density determines the Kohn-Sham potential up to a constant, and through it the orbitals, so $g$ is itself a functional of $n$. Differentiating \eqref{ex}, the two explicit densities contribute equally because $gw$ is symmetric, and
\begin{equation}
v_x(\mathbf r)=\underbrace{\int n(\mathbf s)g(\mathbf r,\mathbf s)w(\mathbf r,\mathbf s)\,d\mathbf s}_{v_S(\mathbf r)}
+\frac12\iint n(\mathbf s)n(\mathbf t)w(\mathbf s,\mathbf t)\frac{\delta g(\mathbf s,\mathbf t)}{\delta n(\mathbf r)}\,d\mathbf s\,d\mathbf t .
\label{vx}
\end{equation}
The first term is the Slater potential, the electrostatic potential of the exchange hole. Now differentiate with respect to $n(\mathbf r')$. The Slater term gives one contribution from its density and one from $g$. In the last term, the derivatives of $n(\mathbf s)$ and $n(\mathbf t)$ are equal by symmetry and cancel the factor $\frac12$. The static exchange kernel is therefore
\begin{align}
f_x(\mathbf r,\mathbf r')={}&g(\mathbf r,\mathbf r')w(\mathbf r,\mathbf r')
+\int n(\mathbf s)w(\mathbf r,\mathbf s)\frac{\delta g(\mathbf r,\mathbf s)}{\delta n(\mathbf r')}\,d\mathbf s
+\int n(\mathbf s)w(\mathbf r',\mathbf s)\frac{\delta g(\mathbf r',\mathbf s)}{\delta n(\mathbf r)}\,d\mathbf s\nonumber\\
&+\frac12\iint n(\mathbf s)n(\mathbf t)w(\mathbf s,\mathbf t)\frac{\delta^2g(\mathbf s,\mathbf t)}{\delta n(\mathbf r)\,\delta n(\mathbf r')}\,d\mathbf s\,d\mathbf t .
\label{full}
\end{align}
The PGG kernel results from holding the pair factor fixed while the density varies, which leaves the first term:
\begin{equation}
f_{\rm PGG}(\mathbf r,\mathbf r')=-\frac{2|\gamma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|\,n(\mathbf r)n(\mathbf r')} .
\label{pgg}
\end{equation}
Differentiating the Slater potential alone at fixed $g$ gives the same result. In a time-dependent problem the expression is evaluated with the instantaneous orbitals, so the kernel acts without delay and does not depend on frequency. For a general system this is a second approximation, in addition to freezing $g$.

The prefactor depends on which density matrix is meant. With the spin-summed matrix $2\gamma$ in place of $\gamma$, it would be $-\frac12$. The factor can also be traced through the spin-resolved form. Writing $E_x=-\frac12\sum_\sigma\iint|\gamma_\sigma|^2w$ as $\frac12\sum_\sigma\iint n_\sigma n_\sigma'g_\sigma w$, with $g_\sigma=-|\gamma_\sigma|^2/(n_\sigma n_\sigma')$, and freezing $g_\sigma$ gives
\begin{equation}
f_{\sigma\sigma'}(\mathbf r,\mathbf r')=-\delta_{\sigma\sigma'}\frac{|\gamma_\sigma|^2w}{n_\sigma(\mathbf r)n_\sigma(\mathbf r')} .
\end{equation}
If both spin densities change by $\delta n/2$, each spin feels $\delta v_x=\frac12\int f_{\sigma\sigma}\,\delta n'\,d\mathbf r'$. The kernel for the total density is thus $\frac12f_{\sigma\sigma}$, and $n_\sigma=n/2$ turns it into \eqref{pgg}. If instead the spin densities change by $\pm m/2$, the potentials change by $\pm\frac12\int f_{\sigma\sigma}m'\,d\mathbf r'$. The same function then governs triplet excitations, but the Hartree potential does not respond, because the total density is unchanged.

Now let two electrons form a singlet ground state with both in one orbital $\phi$. Then $\gamma=\phi(\mathbf r)\phi^*(\mathbf r')$ and $n=2|\phi|^2$, so
\begin{equation}
|\gamma|^2=\frac{n\,n'}4,\qquad g=-\frac12 .
\end{equation}
This holds at every point and also for the neighbouring ground-state densities, which again come from one doubly occupied orbital. All derivatives of $g$ in \eqref{vx} and \eqref{full} vanish. With $v_H=\int n'w\,d\mathbf r'$,
\begin{equation}
v_x=-\frac12v_H,\qquad f_x=f_{\rm PGG}=-\frac12w .
\label{two}
\end{equation}
The Hartree potential contains the repulsion from both electrons, and exchange removes the half that each electron would exert on itself. The spin-resolved pair factor is likewise constant, $g_\sigma=-1$, so the triplet kernel $-w/2$ is also exact exchange. These statements are up to a constant in $v_x$ and terms $a(\mathbf r)+b(\mathbf r')$ in $f_x$. When the particle number is conserved, $\int\delta n=0$, so $a$ contributes nothing and $b$ shifts the potential by a constant.

A static derivative does not settle the kernel at finite frequency. For that, exact exchange must be defined in time: it is the part of the Kohn-Sham potential, beyond $v_H$, that is of first order in the interaction at fixed density. Let $H_s(t)$ be the Kohn-Sham Hamiltonian and multiply the repulsion $W$ by $\lambda$. To keep the density $n(\mathbf r,t)$ unchanged to first order, the external potential must change too, and the perturbation is
\begin{equation}
\lambda P(t)=\lambda\Big[W-\sum_{i=1}^2\big(v_H(\mathbf r_i,t)+v_x(\mathbf r_i,t)\big)\Big].
\end{equation}
Let $\phi_a(t)$ be orbitals orthogonal to $\phi(t)$ that evolve under the same one-electron Hamiltonian. The unperturbed spatial state is $\Phi=\phi(1)\phi(2)$, and its singly excited singlets are $\Phi_a=[\phi_a(1)\phi(2)+\phi(1)\phi_a(2)]/\sqrt2$. The first-order change of the wave function has three kinds of component. The amplitude of $\Phi$ itself is imaginary in the normalized expansion and leaves the density unchanged. Double excitations do not contribute either, because the density is a one-body operator and does not connect them to $\Phi$. Only the singles remain, with amplitudes driven by
\begin{align}
\langle\Phi_a|P|\Phi\rangle
&=\sqrt2\iint\phi_a^*(\mathbf r)\phi^*(\mathbf r')\,w\,\phi(\mathbf r)\phi(\mathbf r')\,d\mathbf r\,d\mathbf r'-\sqrt2\,\langle\phi_a|v_H+v_x|\phi\rangle\nonumber\\
&=\sqrt2\,\big\langle\phi_a\big|\tfrac12v_H-v_H-v_x\big|\phi\big\rangle .
\end{align}
The first line has two equal terms divided by $\sqrt2$, and the second uses $\int|\phi'|^2w\,d\mathbf r'=v_H/2$. With $v_x(\mathbf r,t)=-v_H(\mathbf r,t)/2$ the matrix element vanishes at all times. The initial ground state has no first-order singles for the same reason, and its doubles remain doubles under the noninteracting evolution. The density is therefore preserved. Where the Runge-Gross theorem applies, no other potential does this, apart from an added function of time alone. Differentiation gives
\begin{equation}
f_x(\mathbf r t,\mathbf r't')=-\frac12w(\mathbf r,\mathbf r')\,\delta(t-t'),
\end{equation}
whose Fourier transform is the same at every frequency. This is exact exchange, not the exact exchange-correlation kernel. The argument also needs the doubly occupied orbital: an open-shell singlet such as $\Phi_a$ is not a reference state to which it applies.

The agreement with time-dependent Hartree-Fock has the same origin. For spin $\sigma$ with one orbital, the exchange operator acts on that orbital as
\begin{equation}
-\phi_\sigma(\mathbf r)\int\phi_\sigma^*(\mathbf r')w\,\phi_\sigma(\mathbf r')\,d\mathbf r'=-\Big[\int n_\sigma'w\,d\mathbf r'\Big]\phi_\sigma(\mathbf r),
\end{equation}
which is multiplication by a local potential. The occupied orbitals obey identical equations of motion in the two theories, so their singlet and triplet resonances coincide. The unoccupied orbitals differ, because on them the operator is not this multiplication.

To obtain the resonances, apply $v_1(\mathbf r)\cos\omega t$ to the Kohn-Sham system. With real orbitals and gaps $\omega_a=\epsilon_a-\epsilon_0$, the amplitude of $\phi_a$ relative to the phase of $\phi$ obeys $i\dot c_a=\omega_ac_a+v_a\cos\omega t$, where $v_a=\langle\phi_a|v_1|\phi\rangle$. Its driven solution is
\begin{equation}
c_a=\frac{v_a}2\left[\frac{e^{-i\omega t}}{\omega-\omega_a}-\frac{e^{i\omega t}}{\omega+\omega_a}\right].
\end{equation}
The density change $4\sum_a\phi\phi_a\,{\rm Re}\,c_a$ has the amplitude $n_1=\sum_a\phi\phi_ax_a$ with $x_a=4\omega_av_a/(\omega^2-\omega_a^2)$. At a resonance the potential is produced by the response itself, $v_1=\int Fn_1'\,d\mathbf r'$, where $F$ is the full kernel. Then $v_a=\sum_bF_{ab}x_b$, with $F_{ab}=\iint\phi\phi_aF\phi'\phi_b'\,d\mathbf r\,d\mathbf r'$. Setting $x_a=\sqrt{\omega_a}\,z_a$ yields the Casida equation
\begin{equation}
\omega^2z_a=\sum_b\left[\omega_a^2\delta_{ab}+4\sqrt{\omega_a\omega_b}\,F_{ab}\right]z_b .
\end{equation}
For singlets $F=w+f_x=w/2$. For triplets the same equation holds for the spin density, with $F=-w/2$. Keeping one excited orbital and writing $K=\iint\phi\phi_1w\phi'\phi_1'\,d\mathbf r\,d\mathbf r'$ gives
\begin{equation}
\omega_{S,T}=\sqrt{\omega_1^2\pm2\omega_1K}\simeq\omega_1\pm K ,
\label{level}
\end{equation}
with the upper sign for the singlet and the last form for $K\ll\omega_1$. In this two-level form the triplet frequency becomes imaginary when $2K>\omega_1$, which signals an instability of the mean-field ground state.

The wire of the opening sentence has hard walls and a potential tilt of 0.5 eV/Å. Its interaction is one-dimensional and softened, $w=1/\sqrt{(x-x')^2+a^2}$ with $a=1$ Å, which is real and symmetric as required. On a grid of 31 points, $\omega_1=6.0803$ eV and $K=2.0427$ eV, so \eqref{level} gives
\begin{align}
\omega_S&=\sqrt{6.0803^2+2(6.0803)(2.0427)}\ {\rm eV}=7.86\ {\rm eV},\\
\omega_T&=\sqrt{6.0803^2-2(6.0803)(2.0427)}\ {\rm eV}=3.48\ {\rm eV}.
\end{align}
Including all levels gives 7.86 eV and 3.47 eV (0.128 hartree). Going to 63 grid points raises these values by 0.02 and 0.03 eV. Keeping the same orbitals and gaps, which still contain $v_x=-v_H/2$, but dropping the exchange kernel so that $F=w$, the singlet would lie at 9.29 eV, since the electrons would respond to their own density changes as well.

Full configuration interaction on the 31-point grid gives 8.13 eV for the singlet and 4.33 eV for the triplet. The PGG values are lower by 0.27 and 0.86 eV. These differences measure the correlation missing from the Kohn-Sham potential and the kernel together; the calculation does not separate the two.

The exactness claim was tested against the interacting two-electron problem itself. At interaction strength $\lambda$ and fixed density, the response function obeys $\chi_\lambda=\chi_s+\lambda\chi_s(w+f_x)\chi_\lambda$ to first order, hence
\begin{equation}
\left.\frac{d\chi_\lambda}{d\lambda}\right|_{\lambda=0}=\chi_s\,\frac w2\,\chi_s .
\end{equation}
The numerical derivative of the full response agrees with the right-hand side to about $10^{-6}$ of its norm or better at 0, 0.5 and 1.3 times the gap. The computed slopes of the lowest singlet and triplet energies are $+2.0427$ and $-2.0427$ eV, which are the $\pm K$ of \eqref{level}.

For four electrons the pair factor is no longer constant: on the grid it covers the range from $-0.5$ to 0 when rounded to four decimals. To see the cost of freezing it, take the bare tilted wire as the Kohn-Sham potential, and let $\delta n$ be the linear density change caused by an additional potential drop of 1 eV along the wire. The exact kernel follows from the numerical derivative of the optimized exchange potential, the local potential that satisfies $\int\chi_s(x,x')v_x(x')\,dx'=\delta E_x/\delta v_s(x)$. Contracting \eqref{full} with $\delta n$ on both sides gives, term by term,
\begin{equation}
\iint\delta n\,f_x\,\delta n'\,dx\,dx'=(-4.558+4.727-2.547)\ {\rm meV}=-2.378\ {\rm meV}.
\end{equation}
The first number is the PGG term, the second the sum of the two integrals with one derivative of $g$, and the third the term with the second derivative. For the last, $g$ must be followed along a straight line in density. The calculation varies the potential linearly instead, so that for a drop of strength $\epsilon$ the density is $n+\epsilon\,\delta n+\frac12\epsilon^2n_2$. The second derivative of $g$ along this path contains the extra term $\int(\delta g/\delta n)\,n_2\,dx$, whose contribution, $\int(v_x-v_S)n_2\,dx$ by \eqref{vx}, has been subtracted.

The terms that PGG neglects are comparable in size to the one it keeps, and they cancel only in part. This is the origin of the ratio $4.558/2.378=1.92$ found on the 31-point grid. The potential change shows the failure more strongly: after removal of a constant, the density-weighted norm of its error is 2.1 times the norm of the exact change. This is one perturbation of one model, so it does not measure the typical accuracy of the kernel. The frozen pair factor satisfies the hole sum rule for the unperturbed density, but not for every changed density. After a change, $\int(n'+\delta n')g\,dx'=-1+\int\delta n'g\,dx'$, and the last integral vanishes for every number-conserving $\delta n$ only if $g$ does not depend on $x'$, as for two electrons. The numerical check contains the corresponding two-electron comparison, made around the self-consistent two-electron potential, in which the unweighted norm of the error in the potential change is $6\times10^{-11}$ of the norm of the exact change.

\section*{Table of computed values}
\begin{verbatim}
wire length: 4.0 angstrom
softening length: 1.0 angstrom
potential tilt: 0.5 eV/angstrom
grid points: 31; spacing: 0.1250 angstrom
TWO ELECTRONS
Kohn-Sham gap: 6.0803 eV
exchange integral K = (01|w|01): 2.0427 eV
singlet, gap + K: 8.1230 eV
triplet, gap - K: 4.0376 eV
singlet, two-level Casida: 7.8619 eV
triplet, two-level Casida: 3.4828 eV
singlet, PGG all levels: 7.8570 eV
triplet, PGG all levels: 3.4717 eV
singlet, PGG all levels: 0.28874 hartree
triplet, PGG all levels: 0.12758 hartree
singlet, TDHF: 7.8570 eV
triplet, TDHF: 3.4717 eV
largest PGG-TDHF difference, all states: 8.0e-12 eV
singlet, Hartree kernel only: 9.2917 eV
singlet, full CI: 8.1272 eV
triplet, full CI: 4.3292 eV
singlet, PGG, 63 grid points: 7.8780 eV
triplet, PGG, 63 grid points: 3.4972 eV
singlet energy slope in interaction: 2.0427 eV
triplet energy slope in interaction: -2.0427 eV
relative error of v_x = -v_H/2 against OEP: 6.4e-13
relative error of PGG static response against OEP: 6.1e-11
density slope relative to that without v_x: 9.6e-08
response slope error at frequency 0.0 x gap: 1.3e-07
response slope error at frequency 0.5 x gap: 3.9e-07
response slope error at frequency 1.3 x gap: 1.2e-06
FOUR ELECTRONS, quadratic forms for a 1 eV drop along the wire
exchange energy: -24.9176 eV
pair factor g, smallest: -0.5000; largest: -0.0000
exact exchange kernel: -2.3779 meV
PGG (frozen g): -4.5576 meV
neglected, first response of g: 4.7271 meV
neglected, second response of g: -2.5474 meV
PGG / exact: 1.9167
density-weighted relative error of PGG potential: 2.1258
\end{verbatim}
